# Does an xz–yz orbital pair favor perpendicular or in-plane magnetization?

## Question

I am trying to understand interface magnetic anisotropy from second-order perturbation theory in the spin-orbit coupling. The film normal is $z$. My test case is one occupied $d_{xz}$ state and one empty $d_{yz}$ state with the same spin, and I want to know whether this pair pulls the magnetization out of the plane or into it.

I am stuck at two places. First, each real $d$ orbital has $\langle L_z\rangle=0$ and $\langle L_x\rangle=0$, so I don't see how the orbital motion can prefer any direction. Second, I know how $L_z$ acts on states of definite $m$, but not how to get the elements of $L_z$ and $L_x$ between real orbitals with the right factors. Could someone work them out and show how they decide the easy direction? I would also like to know how far the answer can be trusted for a real interface, where other states are present.

## Answer

The expectation values do vanish, but the second-order energy depends on the elements between different orbitals, and those need not vanish. So the first job is to find them.

### Orbitals and operators

I use Rydberg units with $\hbar=1$, so $L$ and $S$ are pure numbers, and quote energies in mRy. On the unit sphere the five real orbitals are a common factor $\sqrt{15/4\pi}$ times

$$xy,\quad yz,\quad xz,\quad \tfrac12(x^2-y^2),\quad \tfrac{1}{2\sqrt3}(2z^2-x^2-y^2).$$

The prefactors inside the last two matter. The sphere averages are $\overline{x^2y^2}=1/15$ and $\overline{x^4}=1/5$, so $xy$ has mean square $1/15$. For the fourth orbital the mean square is $\tfrac14(\tfrac15+\tfrac15-\tfrac2{15})=\tfrac1{15}$. For the fifth, with $2z^2-x^2-y^2=3z^2-1$ on the sphere, it is $\tfrac1{12}(\tfrac95-2+1)=\tfrac1{15}$. All five are therefore normalized by the same factor. I call the last two $|x^2{-}y^2\rangle$ and $|z^2\rangle$.

The operators are

$$L_z=-i(x\partial_y-y\partial_x),\qquad L_x=-i(y\partial_z-z\partial_y).$$

They give zero on any function of $r$ alone, so the radial part of an orbital passes through them and it is enough to differentiate the polynomials.

### Elements of $L_z$

$$\begin{aligned}
L_z\,xz&=-i(0-yz)=i\,yz,\\
L_z\,yz&=-i(xz-0)=-i\,xz,\\
L_z\,xy&=-i(x^2-y^2)=-2i\cdot\tfrac12(x^2-y^2),\\
L_z\,\tfrac12(x^2-y^2)&=-i(-xy-xy)=2i\,xy,\\
L_z|z^2\rangle&=0.
\end{aligned}$$

The last line holds because $|z^2\rangle$ depends on $z$ and $r$ only. Since the orbitals are orthonormal, the elements can be read off:

$$\langle yz|L_z|xz\rangle=i,\qquad \langle x^2{-}y^2|L_z|xy\rangle=-2i.$$

Apart from their Hermitian conjugates, all other elements of $L_z$ vanish.

### Elements of $L_x$

Four of the five are direct:

$$\begin{aligned}
L_x\,xz&=-i(yx-0)=-i\,xy,\\
L_x\,xy&=-i(0-zx)=i\,xz,\\
L_x\,\tfrac12(x^2-y^2)&=-i\,(0+zy)=-i\,yz,\\
L_x|z^2\rangle&=\frac{-i}{2\sqrt3}(4yz+2yz)=-i\sqrt3\,yz.
\end{aligned}$$

The fifth is $L_x\,yz=-i(y^2-z^2)$, which must be decomposed into normalized orbitals:

$$y^2-z^2=\frac a2(x^2-y^2)+\frac{b}{2\sqrt3}(2z^2-x^2-y^2).$$

The coefficient of $z^2$ gives $b/\sqrt3=-1$, so $b=-\sqrt3$. The coefficient of $x^2$ gives $a/2-b/(2\sqrt3)=a/2+1/2=0$, so $a=-1$. The coefficient of $y^2$ is then $-a/2-b/(2\sqrt3)=\tfrac12+\tfrac12=1$, as required. Hence

$$L_x|yz\rangle=i|x^2{-}y^2\rangle+i\sqrt3\,|z^2\rangle .$$

The independent nonzero elements are

$$\langle xy|L_x|xz\rangle=-i,\quad \langle x^2{-}y^2|L_x|yz\rangle=i,\quad \langle z^2|L_x|yz\rangle=i\sqrt3 .$$

For your pair, $L_x$ sends $xz$ to $xy$, which is orthogonal to $yz$. So $\langle yz|L_x|xz\rangle=0$.

The other in-plane direction needs $L_y=-i(z\partial_x-x\partial_z)$. It gives $L_y\,xz=-i(z^2-x^2)$, which is even in $y$, while $yz$ is odd in $y$. So $\langle yz|L_y|xz\rangle=0$ too. Within this pair, the operator $\mathbf L$ has a $z$ component and nothing else.

### From matrix elements to an energy

Let the magnetization point along the unit vector $\mathbf n$, at angle $\theta$ from the normal. The spin-orbit term is $\xi\,\mathbf L\cdot\mathbf S$. For a state with spin along $\pm\mathbf n$ we have $\langle\mathbf S\rangle=\pm\mathbf n/2$, so the element between two orbitals of the same spin is

$$\langle u|\xi\,\mathbf L\cdot\mathbf S|o\rangle=\pm\frac{\xi}{2}\langle u|\mathbf L\cdot\mathbf n|o\rangle .$$

The sign disappears on squaring, so the majority and minority channels follow the same rule.

The first-order energy vanishes because $\langle o|\mathbf L|o\rangle=0$; this is the fact that puzzled you. In second order, an occupied state $o$ and an empty state $u$ with $\Delta=\varepsilon_u-\varepsilon_o>0$ contribute

$$\delta E=-\frac{\xi^2}{4}\,\frac{|\langle u|\mathbf L\cdot\mathbf n|o\rangle|^2}{\Delta}.$$

Two occupied states contribute nothing together: the shift of one is minus the shift of the other, because the energy denominator changes sign.

For your pair $\mathbf L\cdot\mathbf n$ reduces to $L_z\cos\theta$, so the squared element is $\cos^2\theta$ and

$$\delta E(\theta)=-\frac{\xi^2}{4\Delta}\cos^2\theta .$$

With $K=E(\text{in-plane})-E(\text{perpendicular})$,

$$\boxed{K=\frac{\xi^2}{4\Delta}>0 .}$$

The energy is lowest at $\theta=0$: **the same-spin xz–yz pair favors perpendicular magnetization**. Every in-plane direction has the same energy for this pair.

### What happens physically

Take spin up along $z$. Spin-orbit coupling mixes a little $yz$ into the occupied state, with amplitude

$$c=-\frac{\langle yz|\tfrac{\xi}{2}L_z|xz\rangle}{\Delta}=-\frac{i\xi}{2\Delta}.$$

The amplitude is imaginary, so the state acquires a circulation about the normal:

$$\langle L_z\rangle\approx 2\,\mathrm{Re}\left(c^*\langle yz|L_z|xz\rangle\right)=2\,\mathrm{Re}\left(\frac{i\xi}{2\Delta}\,i\right)=-\frac{\xi}{\Delta}.$$

The coupling energy gained is $\tfrac{\xi}{2}\langle L_z\rangle=-\xi^2/(2\Delta)$. The admixture of the higher orbital costs $|c|^2\Delta=\xi^2/(4\Delta)$. The sum is $-\xi^2/(4\Delta)$, as above. With the spin in the plane, the same-spin coupling cannot induce this circulation, and the gain is lost.

### Numbers, and the limit of a small gap

Take round model parameters $\xi=5$ mRy and $\Delta=40$ mRy. Then

$$K=\frac{5^2}{4\times40}\ \text{mRy}=0.156\ \text{mRy}=2.13\ \text{meV}$$

for this one pair.

The two-level problem can also be solved without perturbation theory. With the mean level as zero, the Hamiltonian has diagonal elements $\mp\Delta/2$ and an off-diagonal element of size $\tfrac{\xi}{2}|\cos\theta|$, so its lower eigenvalue is

$$E(\theta)=-\tfrac12\sqrt{\Delta^2+\xi^2\cos^2\theta}
=-\frac{\Delta}{2}-\frac{\xi^2\cos^2\theta}{4\Delta}+\frac{\xi^4\cos^4\theta}{16\Delta^3}-\dots$$

The second term is the perturbative result. The third reduces $K$ by a fraction $\xi^2/(4\Delta^2)=0.0039$. Diagonalization gives $K=0.15564$ mRy against $0.15625$ mRy from the formula, which is indeed 0.39 % too high relative to the diagonalized value. At $45^\circ$ the energy has risen by $0.0777$ mRy, close to the $K/2=0.0781$ mRy expected from $K\sin^2\theta$.

If the levels are degenerate and hold one electron, then $E=-\tfrac{\xi}{2}|\cos\theta|$ and the difference is $\xi/2=2.5$ mRy. The preference is still perpendicular, but it is linear in $\xi$, and the formula $\xi^2/(4\Delta)$, which would diverge, no longer applies. This limit matters because a $90^\circ$ rotation about $z$ turns $xz$ into $yz$ up to a sign. At a site with a fourfold axis the two levels are therefore degenerate. A threefold axis, as at a (111) interface, also leaves these levels in degenerate pairs, and it can mix $xz$ and $yz$ with $xy$ and $x^2{-}y^2$. For a single site, a gap between them requires a site without a threefold or higher axis along $z$, for example a twofold one. In a crystal, band formation can also separate occupied $xz$ states from empty $yz$ states, for example at a wave vector that the rotation does not leave unchanged.

### What can overturn the verdict

**Spin-flip terms.** Spin-orbit coupling also connects opposite spins. For your pair only $L_zS_z$ acts, and the squared spin-flip element of $S_z$ follows from completeness of the two spin states:

$$|\langle-\mathbf n|S_z|\mathbf n\rangle|^2=\langle S_z^2\rangle-\langle S_z\rangle^2=\tfrac14-\tfrac14\cos^2\theta=\tfrac14\sin^2\theta .$$

This is largest for in-plane magnetization, so spin-flip terms of this pair work against the same-spin term. Let a rigid exchange field lower spin along $\mathbf n$ by $J/2$ and raise the opposite spin by $J/2$.

- *One electron*, in $xz\uparrow$. It couples to $yz\uparrow$ at cost $\Delta$ and to $yz\downarrow$ at cost $\Delta+J$. It does not couple to $xz\downarrow$, since $\langle xz|\mathbf L|xz\rangle=0$. Therefore
$$K=\frac{\xi^2}{4}\left(\frac1\Delta-\frac1{\Delta+J}\right).$$
- *Three electrons*, with only $yz\downarrow$ empty. The allowed excitations are $xz\downarrow\to yz\downarrow$ at cost $\Delta$ and $xz\uparrow\to yz\downarrow$ at cost $\Delta+J$, so $K$ is the same.
- *Two electrons* filling the up channel, with $J>\Delta$. No same-spin excitation is left. The spin flips $xz\uparrow\to yz\downarrow$ and $yz\uparrow\to xz\downarrow$ cost $J+\Delta$ and $J-\Delta$, and
$$K=-\frac{\xi^2}{4}\left(\frac1{J+\Delta}+\frac1{J-\Delta}\right)<0 .$$

For $J=150$ mRy the first two cases give $6.25\,(1/40-1/190)=0.123$ mRy: still perpendicular, but weaker. The third gives $-6.25\,(1/190+1/110)=-0.090$ mRy, which is in-plane. Diagonalizing the pair with both spins gives $0.123$ and $-0.090$ mRy as well. The condition in your question that both states have the same spin is thus essential, but it is not sufficient. With two electrons and $0<J<\Delta$, both $xz\uparrow$ and $xz\downarrow$ are filled, and $K=\frac{\xi^2}{4}\left(\frac2\Delta-\frac1{\Delta+J}-\frac1{\Delta-J}\right)$. This is negative, because $\frac1{\Delta+J}+\frac1{\Delta-J}=\frac{2\Delta}{\Delta^2-J^2}>\frac2\Delta$.

**Other orbitals.** Add an occupied $z^2$ orbital of the same spin, at $\Delta_2$ below the empty $yz$. It couples to $yz$ through $L_x$ with squared element 3, and not through $L_z$. Nor does $L_y$ connect them, because $L_y\,yz=-i(0-xy)=i\,xy$. Hence, for these three orbitals,

$$\delta E(\mathbf n)=-\frac{\xi^2}{4}\left(\frac{n_z^2}{\Delta}+\frac{3n_x^2}{\Delta_2}\right).$$

Along $x$ this means

$$E(x)-E(z)=\frac{\xi^2}{4}\left(\frac1\Delta-\frac3{\Delta_2}\right),$$

which is negative when $\Delta_2<3\Delta$. For $\Delta_2=60$ mRy it equals $6.25\,(1/40-3/60)=-0.156$ mRy, while $E(y)-E(z)$ remains $+0.156$ mRy. Diagonalization gives $-0.155$ and $+0.156$ mRy. The easy axis is now $x$, even though the $z^2$ state lies farther from $yz$ than $xz$ does: the factor 3 outweighs the larger gap.

So the sign found for xz–yz is a property of that pair in the same-spin channel. For a real interface you have to add all occupied–empty pairs, over the bands, include the spin-flip terms, and treat near-degenerate states separately. In a metal this pair sum is still not the whole second-order energy. An interface lacks inversion symmetry, so a Bloch state, unlike a real orbital, can carry $\langle\mathbf L\rangle\neq0$. Its first-order shift cancels between $\mathbf k$ and $-\mathbf k$, but the resulting reoccupation at the Fermi surface adds a further term of order $\xi^2$ that can be as large as the pair sum. A band state mixes several orbitals, so the elements found here must first be summed with the orbital amplitudes, phases included, and only then squared. The dipolar shape anisotropy, which is not a spin-orbit effect, has to be added as well.

The numerical output below lists the matrix elements and the energies from both the formulas and the diagonalizations.

## Computed values

```
Nonzero matrix elements (units of hbar), one per Hermitian pair:
  <xy|Lx|xz> = -1.0000 i
  <x2-y2|Lx|yz> = +1.0000 i
  <z2|Lx|yz> = +1.7321 i
  <xy|Ly|yz> = +1.0000 i
  <x2-y2|Ly|xz> = +1.0000 i
  <z2|Ly|xz> = -1.7321 i
  <yz|Lz|xz> = +1.0000 i
  <x2-y2|Lz|xy> = -2.0000 i
|<yz|Lx|xz>|^2 = 0.0000 hbar^2
|<yz|Ly|xz>|^2 = 0.0000 hbar^2
|<yz|Lz|xz>|^2 = 1.0000 hbar^2
spin-orbit strength xi = 5.0 mRy
gap yz - xz = 40.0 mRy
xi/gap = 0.1250
same-spin element size xi/2 = 2.50 mRy
K, second-order formula = 0.15625 mRy
K, diagonalization = 0.15564 mRy
formula excess over diagonalization = 0.39 %
K, second-order formula = 2.126 meV
E(0 deg) - E(0), diagonalization = 0.00000 mRy
E(30 deg) - E(0), diagonalization = 0.03880 mRy
E(45 deg) - E(0), diagonalization = 0.07767 mRy
E(60 deg) - E(0), diagonalization = 0.11662 mRy
E(90 deg) - E(0), diagonalization = 0.15564 mRy
K of degenerate pair, diagonalization = 2.500 mRy
exchange splitting J = 150.0 mRy
K with spin flips, 1 electron(s): formula +0.12336, diagonalization +0.12276 mRy
K with spin flips, 2 electron(s): formula -0.08971, diagonalization -0.08968 mRy
K with spin flips, 3 electron(s): formula +0.12336, diagonalization +0.12276 mRy
gap yz - z2 in three-orbital model = 60.0 mRy
three orbitals, E(x)-E(z), formula = -0.15625 mRy
three orbitals, E(x)-E(z), diagonalization = -0.15524 mRy
three orbitals, E(y)-E(z), formula = +0.15625 mRy
three orbitals, E(y)-E(z), diagonalization = +0.15564 mRy
```
